# Why Nearly Complete Compensation Produces Large Potential Fluctuations

**Q:** I have n-type silicon in which acceptors cancel almost all the donors. The average charge is tiny. Why should the potential be rough?

**A:** Acceptors cancel the mean dopant charge, but not its randomness. Let the donor and acceptor densities be $N_D$ and $N_A$, with

$$K=\frac{N_A}{N_D},\qquad N_t=N_D+N_A,\qquad n=N_D-N_A .$$

At low temperature each acceptor has taken an electron from a donor, and $n$ is the density of electrons left over. I assume that the dopants sit at independent random positions. A volume $R^3$ then holds Poisson numbers of donors and acceptors, with variances $N_DR^3$ and $N_AR^3$. The net charge is their difference, and variances of independent numbers add even when the numbers are subtracted:

$$\langle(\Delta Z)^2\rangle=N_DR^3+N_AR^3=N_tR^3 .$$

As $K\to1$ at fixed $N_D$, the random charge $\sqrt{N_tR^3}$ stays finite, while the electrons that could screen it disappear.

**Q:** Positive and negative excesses alternate in space. Don't their potentials average out over large distances?

**A:** Not without screening. Define

$$l=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r},$$

an energy times a length, so that a single charge changes an electron's energy by $\pm l/r$. For Poisson-distributed charges, the variance of the summed potential is the density times the integral of the squared contribution. Counting dopants between a small radius $r_0$ and a radius $R$,

$$\langle(\Delta U)^2\rangle=N_t\int_{r_0}^{R}\frac{l^2}{r^2}\,4\pi r^2\,dr=4\pi l^2N_t(R-r_0).$$

The factor $r^2$ in the shell volume cancels the $1/r^2$ of the squared potential. Each shell of equal thickness contributes equally, so the variance grows in proportion to $R$ once $R\gg r_0$. Apart from a numerical factor, the amplitude from scale $R$ is

$$\Delta U(R)\sim\frac{l\sqrt{N_tR^3}}{R}=l\sqrt{N_tR}.$$

The largest unscreened regions dominate, and what stops the growth must be the electrons.

**Q:** At what size do they stop it?

**A:** Take a region with an excess of $Z=\sqrt{N_tR^3}$ negative dopant charges relative to the mean. Electrons respond by leaving it. On average it had $nR^3$ of them, so that is the most negative charge that can be removed. If $Z<nR^3$, thinning out the electrons suffices. If $Z>nR^3$, the region remains negative even when completely emptied.

The ratio of demand to supply is

$$\frac{\sqrt{N_tR^3}}{nR^3}=\frac{N_t^{1/2}}{nR^{3/2}},$$

which falls with $R$. Small regions defeat the electrons and large ones can be neutralized. Setting the ratio to one gives $R^{3/2}=N_t^{1/2}/n$, hence

$$R_s=\frac{N_t^{1/3}}{n^{2/3}} .$$

Inserting this in the amplitude gives

$$\gamma=l\sqrt{N_tR_s}=l\,N_t^{1/2}\frac{N_t^{1/6}}{n^{1/3}}=l\,\frac{N_t^{2/3}}{n^{1/3}} .$$

These are the Shklovskii-Efros scales. With $n=N_D(1-K)$ and $N_t=N_D(1+K)\approx2N_D$,

$$R_s\approx\frac{2^{1/3}N_D^{-1/3}}{(1-K)^{2/3}},\qquad
\gamma\approx\frac{2^{2/3}\,l\,N_D^{1/3}}{(1-K)^{1/3}} .$$

Both diverge as $K\to1$ within this model. The argument needs many dopants in $R_s^3$, which means $R_sN_t^{1/3}=(N_t/n)^{2/3}\gg1$. It also needs a sample larger than $R_s$.

**Q:** You equated two rough estimates. Why trust the powers?

**A:** The classical ground state has the same scaling. Let $u$ be an electron's potential energy measured from the level at which the electrons sit, $\rho$ the net positive dopant number density and $n_e$ the electron density. Since an electron's energy is $-e$ times the electrostatic potential, Poisson's equation becomes

$$\nabla^2u=4\pi l(\rho-n_e).$$

If an occupied place lay higher than some other place, moving an electron there would lower the energy. Therefore

$$u\ge0,\qquad n_e\ge0,\qquad u\,n_e=0 .$$

On scales above the dopant spacing, write $\rho=n+\xi$, where $\xi$ is white noise: $\langle\xi(\mathbf r)\xi(\mathbf r')\rangle=N_t\,\delta(\mathbf r-\mathbf r')$. Now set $\mathbf r=R_s\mathbf x$, $u=\gamma w$ and $n_e=n\nu$. In three dimensions the delta function acquires a factor $R_s^{-3}$, so $\xi=\sqrt{N_t/R_s^3}\,\eta$ with $\eta$ of unit strength. The definition of $R_s$ makes this prefactor equal to $n$. Also

$$l\,nR_s^2=l\,n\,\frac{N_t^{2/3}}{n^{4/3}}=\gamma .$$

Dividing Poisson's equation by $\gamma/R_s^2=ln$ leaves

$$\nabla_x^2w=4\pi(1+\eta-\nu),\qquad w\ge0,\quad \nu\ge0,\quad w\nu=0 .$$

No material parameter remains. The rms fluctuation must be $\sigma_u=C\gamma$ and the screening length $BR_s$, with pure numbers $C$ and $B$.

**Q:** Could this solution put more electrons in a place than there are donors to hold them?

**A:** Not on the scale of a grid cell. Where electrons sit, $u=0$ is a minimum, so the neighbouring values are no lower and the discrete Laplacian is non-negative. Poisson's equation then gives $n_e\le\rho$, and the net positive charge in a cell cannot exceed its number of donors.

**Q:** What are $C$ and $B$?

**A:** I solved the constrained problem by over-relaxation in a periodic box of $64^3$ cells, with eight randomly placed dopants per cell on average and one random sample for each $K$. The length is $(\pi/2)\langle1/k\rangle$, averaged over the power spectrum of $u$; it equals the screening length when screening is exponential.

| $K$ | $R_s$ (cells) | $C$ | $B$ |
|---|---:|---:|---:|
| 0.94 | 5.1 | 1.34 | 0.34 |
| 0.97 | 8.1 | 1.31 | 0.27 |
| 0.985 | 13.0 | 1.35 | 0.29 |

The amplitude follows the law well: its fitted power of $n$ is $-0.34$, against $-1/3$. In a box of about $5R_s$, as at $K=0.985$, $C$ varies by about $\pm0.03$ from sample to sample, so the last digit of $C$ and of this power is uncertain. The length is less well determined. Its fitted power is $-0.56$, against $-2/3$. At $K=0.94$ the measured length is only 1.7 cells. Coarse cells raise $B$: for one noise pattern it falls from 0.35 to 0.28 to 0.27 as $R_s$ goes from 3 to 6 to 12 cells. Small boxes lower it, from about 0.34 at a side of $8R_s$ to 0.30 at $3R_s$. For the length, the scaling argument carries more weight than this fit.

The solution also shows the division between small and large regions. At $K=0.97$, I compared the spectrum of the total charge, electrons included, with that of the dopants alone. For wavenumbers $kR_s<1.5$ the ratio was 0.007; for $kR_s>16$ it was 0.90. Long waves are neutralized and short ones are nearly untouched.

**Q:** Put in numbers for silicon.

**A:** Take $N_D=10^{17}\ \mathrm{cm^{-3}}$, $K=0.99$, $T=77$ K and $\varepsilon_r=11.7$. Then $l=0.123$ eV nm, $N_t=1.99\times10^{17}\ \mathrm{cm^{-3}}$ and $n=10^{15}\ \mathrm{cm^{-3}}=10^{-6}\ \mathrm{nm^{-3}}$. The dopant spacing $N_t^{-1/3}$ is 17.1 nm, so

$$R_s=\frac{1/(17.1\ \mathrm{nm})}{10^{-4}\ \mathrm{nm^{-2}}}\approx584\ \mathrm{nm},$$

$$\gamma=\frac{0.123\ \mathrm{eV\,nm}}{(17.1\ \mathrm{nm})^2\,(10^{-2}\ \mathrm{nm^{-1}})}\approx42\ \mathrm{meV},$$

or $1.5\times10^{-3}$ Hartree. A volume $R_s^3$ contains about 39,600 dopants. Their random excess is $\sqrt{39600}\approx199$ charges, matched by 199 electrons.

With $C=1.35$ the rms fluctuation is about 57 meV. This $C$ belongs to the smeared-charge model; with point donors holding one electron each it comes out larger by up to about 10%. With $B\approx0.3$ the screening length is roughly 170 nm; $R_s$ itself is a scale, not a measured hill size. At the same $N_D$, the same $C$ gives an rms value of 25 meV for $K=0.9$ and about 120 meV for $K=0.999$, while $R_s$ goes from 124 nm to about 2700 nm.

**Q:** Why not use the ordinary Debye length?

**A:** Debye screening linearizes the Boltzmann density $n e^{-u/k_BT}$, with $u$ now measured from a suitable mean level. That requires $|u|\ll k_BT$. The linearized equation has screening length $r_D$ with $r_D^2=k_BT/(4\pi ln)$. Each dopant then contributes $\pm l e^{-r/r_D}/r$, and the variance is

$$\sigma_D^2=N_t\int_0^\infty\frac{l^2e^{-2r/r_D}}{r^2}4\pi r^2\,dr=2\pi l^2N_tr_D .$$

Let $\tau=k_BT/\gamma$. From $\gamma=lnR_s^2$ we get $r_D/R_s=\sqrt{\tau/4\pi}$, and from $\gamma^2=l^2N_tR_s$ we get $\sigma_D/\gamma=\sqrt{2\pi r_D/R_s}$. Thus

$$\frac{\sigma_D}{k_BT}=\frac{\sqrt{2\pi}}{(4\pi)^{1/4}}\,\tau^{-3/4}\approx1.33\,\tau^{-3/4}.$$

Linear screening is consistent for $\tau\gg1$. Here $\tau=0.158$ at 77 K, which gives $\sigma_D/k_BT\approx5$. Even at 300 K, where $\tau=0.616$, the ratio is about 2. The Debye calculation contradicts its own assumption at both temperatures.

**Q:** Then how much does temperature change your zero-temperature answer?

**A:** I solved the nonlinear problem with Boltzmann electrons on a $32^3$ grid, at these two values of $\tau$ and with the same dopants as a zero-temperature solution. The rms fluctuation rose by about 1% at 77 K and 6% at 300 K, relative to zero temperature. This used one sample at $K=0.94$ and carries over to $K=0.99$ through the scaling, as long as the electrons follow the Boltzmann form. That form leaves out the limit of one electron per donor.

Other omissions can be sized for the silicon example:

- The energy of individual charges at the typical donor spacing, $lN_D^{1/3}$, is 5.7 meV, about 14% of $\gamma$, but this understates discreteness. The few remaining electrons prefer unusually close donor pairs. Setting the density of pairs closer than $r_p$, $\tfrac12N_D\cdot\tfrac{4\pi}{3}N_Dr_p^3$, equal to $n$ gives $r_p\approx3.6$ nm and $l/r_p\approx34$ meV, about $0.8\gamma$. This energy scales as $lN_D^{2/3}/n^{1/3}$, like $\gamma$ itself, so the powers survive. The rule $u\,n_e=0$ for the smoothed potential is then only approximate, because some electrons sit on close pairs where the smooth $u$ is positive.
- Free electrons as dense as the donors would have a Fermi energy of 0.7 meV.
- Equating $\hbar^2/(mR^2)$ to $l\sqrt{N_tR}$ estimates where tunnelling smooths the landscape: 9 nm for the light mass, $0.19m_e$, and 5 nm for the heavy one, $0.92m_e$. Both lie below the 17 nm dopant spacing, where a region holds less than one dopant on average and $l\sqrt{N_tR}$ is only a nominal amplitude. They are also far below $R_s$, so tunnelling leaves the large hills intact.

**Q:** Can the hills grow without limit as I improve the compensation?

**A:** No. Once the swing approaches the separation between donor and acceptor levels, roughly 1.1 eV in silicon, holes appear on the hills and also screen. In the $K=0.985$ solution the mean of $u$ was $2.12\gamma$. Taking the mean plus three standard deviations as a typical swing gives

$$(2.12+3\times1.35)\times42\ \mathrm{meV}\approx0.26\ \mathrm{eV}$$

at $K=0.99$. Since $\gamma\propto(1-K)^{-1/3}$, this swing reaches the level separation near $1-K\sim10^{-4}$. The highest hills rise above it, so the first holes appear at weaker compensation. The estimate is rough: the computed mean rose from $1.61\gamma$ to $2.12\gamma$ across the three grids, so it had not settled to the constant that scaling requires.

**Q:** How close is this to a crystal I could make?

**A:** Phosphorus donors and boron acceptors in silicon fit the model, and $10^{17}\ \mathrm{cm^{-3}}$ is an ordinary doping level, but $K=0.99$ is deliberately extreme. The assumption most at risk is uniform average doping. A 1% change in $N_D$ equals $n$ itself. Even a slow variation that halves $n$ locally, with $N_t$ nearly fixed, raises $\gamma$ there by $2^{1/3}$, or 26%.

Correlations between dopants matter less here. For an upper estimate of their effect, suppose that dopants stay mobile down to about 1100 K, amid intrinsic electrons and holes of density $n_i$ each. In a large volume $V$, dopant charge $q$ must be balanced by carrier charge $-q$, with probability proportional to

$$\exp\left(-\frac{q^2}{2N_tV}-\frac{q^2}{4n_iV}\right).$$

Adding the inverse variances gives $\langle q^2\rangle=N_tV\,[2n_i/(2n_i+N_t)]$. A band estimate with a rough 0.8 eV gap gives $n_i\approx3\times10^{18}\ \mathrm{cm^{-3}}$, so the bracket is 0.97. It replaces $N_t$ by $0.97N_t$ in the noise strength, and $\gamma\propto N_t^{2/3}$ falls by about 2%.
